# Predicting a Bilayer Shear Frequency from the Bulk Layer Chain: a program that tests the result

```python
"""Interlayer shear modes in the layer chain.

Result under test: if the bulk mode with neighbouring layers moving in
opposite directions has wavenumber nu_bulk, a free bilayer has its shear
mode at nu_bulk / sqrt(2).

Symbols: mu = mass per area of a layer (kg/m^2), K = shear force constant
per area of one interface (N/m^3), omega = 2 pi c nu = angular frequency.
Frequencies are found from the elastic energy of a list of springs.
"""
import numpy as np
from scipy.constants import c, h, e, pi
from scipy.integrate import solve_ivp


def elastic_energy(u, springs):
    """Energy per area; each spring is (layer i, layer j, force constant)."""
    return sum(0.5 * k * (u[i] - u[j]) ** 2 for i, j, k in springs)


def hessian(springs, n):
    """Second differences of the energy, exact for a quadratic energy."""
    unit = np.eye(n)
    single = [elastic_energy(unit[i], springs) for i in range(n)]
    return np.array([[elastic_energy(unit[i] + unit[j], springs)
                      - single[i] - single[j] for j in range(n)]
                     for i in range(n)])


def wavenumbers(springs, n, mass):
    """Sorted normal-mode wavenumbers in cm^-1 for n equal masses."""
    omega2 = np.linalg.eigvalsh(hessian(springs, n) / mass)
    return np.sqrt(np.clip(omega2, 0, None)) / (2 * pi * c * 100)


def stack(n, k):
    """Free stack of n layers."""
    return [(i, i + 1, k) for i in range(n - 1)]


def ring(n, k, distance=1):
    """Periodic crystal of n layers, coupled at the given distance."""
    return [(i, (i + distance) % n, k) for i in range(n)]


nu_bulk = 32.0
mu = 3.0e-6
omega_bulk = 2 * pi * c * 100 * nu_bulk
K = mu * omega_bulk ** 2 / 4
nu_formula = nu_bulk / np.sqrt(2)

# Bulk: diagonalization must return the given frequency and mode pattern.
M = 8
nu_ring = wavenumbers(ring(M, K), M, mu)[-1]
assert abs(nu_ring - nu_bulk) < 1e-6
alternating = np.array([(-1.0) ** i for i in range(M)])
force_bulk = hessian(ring(M, K), M) @ alternating / K
assert np.allclose(force_bulk, 4 * alternating)

# Bilayer: diagonalization and restoring force.
nu_bilayer = wavenumbers(stack(2, K), 2, mu)[-1]
assert abs(nu_bilayer - nu_formula) < 1e-6
opposite = np.array([1.0, -1.0])
force_bilayer = hessian(stack(2, K), 2) @ opposite / K
assert np.allclose(force_bilayer, 2 * opposite)

# Bilayer: Newton's equations in picoseconds, one layer displaced at rest.
rate = K / mu * 1e-24


def motion(t, y):
    u1, u2, v1, v2 = y
    return [v1, v2, rate * (u2 - u1), rate * (u1 - u2)]


def separation(t, y):
    return y[1] - y[0]


separation.direction = 1
run = solve_ivp(motion, (0, 10), [1.0, 0.0, 0.0, 0.0], method="DOP853",
                events=separation, rtol=1e-10, atol=1e-12, max_step=0.05)
crossings = run.t_events[0]
period = np.mean(np.diff(crossings))
nu_motion = 1 / (period * 1e-12 * c * 100)
assert len(crossings) >= 4
assert abs(nu_motion - nu_formula) < 1e-4

# Stacks of N layers: all modes against the standing-wave formula.
top_modes = {}
for n in list(range(2, 7)) + [30]:
    found = wavenumbers(stack(n, K), n, mu)
    expected = nu_bulk * np.sin(np.arange(n) * pi / (2 * n))
    assert np.allclose(found, expected, atol=1e-4)
    top_modes[n] = found[-1]
assert nu_bulk - top_modes[30] < 0.1

# Farther couplings: the alternating bulk mode ignores second neighbours
# but is stiffened by third neighbours.
second = hessian(ring(M, K) + ring(M, 0.1 * K, 2), M) @ alternating
assert np.allclose(second / K, 4 * alternating)
third = hessian(ring(M, K) + ring(M, 0.1 * K, 3), M) @ alternating
assert np.allclose(third / K, 4 * 1.1 * alternating)

# Interface 10 % stiffer in the bilayer than in the bulk.
nu_stiffer = wavenumbers(stack(2, 1.1 * K), 2, mu)[-1]
assert abs(nu_stiffer - nu_formula * np.sqrt(1.1)) < 1e-6


def flexible_ratio(stiffness):
    """Bilayer/bulk ratio for layers made of three equal atomic planes.

    stiffness = internal force constant between planes, in units of K.
    The bulk is a periodic cell of two layers; mode 1 is the shear mode.
    """
    inner = [(i, j, stiffness * K) for i, j in
             [(0, 1), (1, 2), (3, 4), (4, 5)]]
    bilayer = wavenumbers(inner + [(2, 3, K)], 6, mu / 3)[1]
    bulk = wavenumbers(inner + [(2, 3, K), (5, 0, K)], 6, mu / 3)[1]
    return bilayer / bulk


ratio_100 = flexible_ratio(100)
ratio_1000 = flexible_ratio(1000)
rigid = 1 / np.sqrt(2)
assert ratio_100 < ratio_1000 < rigid
assert 8 < (rigid - ratio_100) / (rigid - ratio_1000) < 12

print(f"Given bulk shear wavenumber: {nu_bulk:.1f} cm^-1")
print(f"Chosen mass per area of a layer: {mu:.2e} kg/m^2")
print(f"Bulk angular frequency: {omega_bulk:.4e} rad/s")
print(f"Interface force constant per area K: {K:.4e} N/m^3")
print(f"Bulk wavenumber from periodic ring: {nu_ring:.4f} cm^-1")
print(f"Restoring force per displacement, bulk: {force_bulk[0]:.3f} K")
print(f"Restoring force per displacement, bilayer: "
      f"{force_bilayer[0]:.3f} K")
print(f"Ratio 1/sqrt(2): {rigid:.5f} (no unit)")
print(f"Bilayer wavenumber, formula: {nu_formula:.4f} cm^-1")
print(f"Bilayer wavenumber, diagonalization: {nu_bilayer:.4f} cm^-1")
print(f"Bilayer period, integrated motion: {period:.4f} ps")
print(f"Bilayer wavenumber, integrated motion: {nu_motion:.4f} cm^-1")
print(f"Bilayer frequency: {nu_bilayer * 100 * c / 1e12:.4f} THz")
print(f"Bilayer quantum: {nu_bilayer * 100 * c * h / e * 1e3:.4f} meV")
for n, value in top_modes.items():
    print(f"Highest shear mode, {n} layers: {value:.3f} cm^-1")
print(f"Bilayer with 10 % stiffer interface: {nu_stiffer:.3f} cm^-1")
print(f"Bilayer, internal stiffness 100 K: "
      f"{nu_bulk * ratio_100:.3f} cm^-1")
print(f"Bilayer, internal stiffness 1000 K: "
      f"{nu_bulk * ratio_1000:.3f} cm^-1")
print("success")
```

Running it gives:

```
Given bulk shear wavenumber: 32.0 cm^-1
Chosen mass per area of a layer: 3.00e-06 kg/m^2
Bulk angular frequency: 6.0277e+12 rad/s
Interface force constant per area K: 2.7250e+19 N/m^3
Bulk wavenumber from periodic ring: 32.0000 cm^-1
Restoring force per displacement, bulk: 4.000 K
Restoring force per displacement, bilayer: 2.000 K
Ratio 1/sqrt(2): 0.70711 (no unit)
Bilayer wavenumber, formula: 22.6274 cm^-1
Bilayer wavenumber, diagonalization: 22.6274 cm^-1
Bilayer period, integrated motion: 1.4742 ps
Bilayer wavenumber, integrated motion: 22.6274 cm^-1
Bilayer frequency: 0.6784 THz
Bilayer quantum: 2.8054 meV
Highest shear mode, 2 layers: 22.627 cm^-1
Highest shear mode, 3 layers: 27.713 cm^-1
Highest shear mode, 4 layers: 29.564 cm^-1
Highest shear mode, 5 layers: 30.434 cm^-1
Highest shear mode, 6 layers: 30.910 cm^-1
Highest shear mode, 30 layers: 31.956 cm^-1
Bilayer with 10 % stiffer interface: 23.732 cm^-1
Bilayer, internal stiffness 100 K: 22.527 cm^-1
Bilayer, internal stiffness 1000 K: 22.617 cm^-1
success
```
